# Why fixed grain differences lower cycle-to-cycle variance in ferroelectric switching

**Question.** A ferroelectric capacitor is fully reset and then given the same incomplete switching pulse, cycle after cycle. Its grains switch independently, but some are permanently easier to switch than others. Why does the switched fraction vary less from cycle to cycle than it would if all grains were identical and had the same mean switching probability?

**Answer.** Consider first an extreme case. In one capacitor every grain switches with probability 1/2. The number of switched grains then changes from cycle to cycle, as in repeated coin tossing. In a second capacitor half the grains always switch and the other half never do. The mean probability is again 1/2, but the switched fraction is 1/2 in every cycle. The grains differ greatly from one another, yet none of them is uncertain.

Cycle-to-cycle variance measures the uncertainty of each grain's next response. Differences between grains that persist are not part of that uncertainty. At a fixed mean probability, spreading the grains towards "almost always" and "almost never" leaves less to chance.

## From one grain to the capacitor

Let there be \(N\) grains of equal area. Let \(s_i=1\) if grain \(i\) switches during the pulse and \(s_i=0\) if it does not, with \(P(s_i=1)=p_i\). The \(p_i\) are the same in every cycle. The switched fraction is

\[
f=\frac1N\sum_{i=1}^N s_i .
\]

Since \(s_i\) is 0 or 1, \(s_i^2=s_i\), and therefore

\[
\operatorname{Var}(s_i)=\langle s_i^2\rangle-\langle s_i\rangle^2=p_i-p_i^2=p_i(1-p_i).
\]

Independence makes the covariances between grains zero, so the variances add. The factor \(1/N\) in \(f\) is squared:

\[
\operatorname{Var}(f)=\frac1{N^2}\sum_i p_i(1-p_i).
\]

Define the mean and the population variance of the probabilities,

\[
\bar p=\frac1N\sum_i p_i,\qquad
\sigma_p^2=\frac1N\sum_i(p_i-\bar p)^2=\frac1N\sum_i p_i^2-\bar p^2 .
\]

The last equality follows by expanding the square and using \(\sum_i p_i=N\bar p\). Hence \(\sum_i p_i^2=N(\bar p^2+\sigma_p^2)\), and

\[
\operatorname{Var}(f)=\frac{N\bar p-N(\bar p^2+\sigma_p^2)}{N^2}
=\frac{\bar p(1-\bar p)-\sigma_p^2}{N}.
\]

Identical grains have \(\sigma_p=0\) and give the binomial value \(\bar p(1-\bar p)/N\). Relative to it, the variance is

\[
R=1-\frac{\sigma_p^2}{\bar p(1-\bar p)}\qquad(0<\bar p<1).
\]

\(R\) is below 1 whenever the \(p_i\) differ. It cannot be negative, because every \(p_i(1-p_i)\) is at least zero. It vanishes when each \(p_i\) is either 0 or 1, which is the extreme case above.

The same \(\sigma_p^2\) measures how far the capacitor repeats itself. Choose a grain at random. It switches in one cycle with probability \(\bar p\), and in two successive cycles with probability \(\sum_i p_i^2/N=\bar p^2+\sigma_p^2\). If it switched in the first cycle, the probability that it switches in the next is therefore

\[
P_{\rm repeat}=\frac{\bar p^2+\sigma_p^2}{\bar p}=\bar p+\frac{\sigma_p^2}{\bar p}.
\]

For identical grains this is just \(\bar p\). The excess shows that the same grains tend to switch again.

The reduction disappears for very weak pulses. Since \(p_i^2\le p_{\max}p_i\), where \(p_{\max}\) is the largest \(p_i\),

\[
R=\frac{\bar p-\sum_i p_i^2/N}{\bar p(1-\bar p)}
\ge\frac{1-p_{\max}}{1-\bar p}\ge 1-p_{\max}.
\]

As \(p_{\max}\to0\), \(R\to1\). The variance is unchanged if \(p_i\) is replaced by \(1-p_i\), so \(R\to1\) also when even the hardest grain becomes nearly certain to switch. Grain differences matter most for partial switching.

## Where the missing variance went

Suppose instead that each grain received a new probability in every cycle, drawn independently from a distribution with mean \(\mu\) and variance \(v\). Each grain would then switch with overall probability \(\mu\), independently of the others, and the variance would be binomial, \(\mu(1-\mu)/N\).

To split this variance, write \(m=\langle f\,|\,p\rangle\) for the mean of \(f\) at given probabilities. Adding and subtracting \(\langle m^2\rangle\) gives

\[
\langle f^2\rangle-\langle f\rangle^2
=\big[\langle f^2\rangle-\langle m^2\rangle\big]+\big[\langle m^2\rangle-\langle m\rangle^2\big].
\]

The first bracket is the average variance at given probabilities; the second is the variance of \(m\), the mean of \(N\) independent draws. Thus

\[
\frac{\mu(1-\mu)}N=\frac{\mu(1-\mu)-v}{N}+\frac vN .
\]

If each device draws its grains once and keeps them, the first term is its cycle-to-cycle variance, averaged over devices. The second becomes a permanent difference between devices. Fixed differences therefore do not remove the total variance of an array; they move part of it from cycles to devices.

## A 36-grain capacitor

Take a film 10 nm thick and 60 nm × 60 nm in area, with 36 columnar grains 10 nm wide. Let each grain switch at its first nucleation event, with an exponentially distributed waiting time of mean \(\tau_i\):

\[
\tau_i=\tau_0\exp\!\left[\left(\frac{E_{a,i}}E\right)^2\right],\qquad
p_i=1-e^{-t/\tau_i}.
\]

Here \(E=2.0\) MV/cm, \(t=100\) ns and \(\tau_0=0.1\) ns. The activation fields are \(E_{a,i}=5.40+0.50z_i\) MV/cm, where \(z_i\) is the standard normal quantile at cumulative probability \((i-\tfrac12)/36\).

For a grain at the central activation field, \((5.40/2.0)^2=7.29\), so \(\tau\approx147\) ns and \(p\approx0.495\). Evaluating all 36 grains gives probabilities from 0.026 to nearly 1, with \(\bar p=0.5165\) and \(\sigma_p^2=0.0978\). Then

\[
\frac{\bar p(1-\bar p)}N=\frac{0.2497}{36}=0.00694,
\]

\[
\operatorname{Var}(f)=\frac{0.2497-0.0978}{36}=0.00422 .
\]

The ratio is \(R=0.61\). The rms variation of \(f\) falls from 0.083 to 0.065. With a remanent polarization of 20 μC/cm², complete reversal supplies \(2P_rA=1.44\) fC, so the rms charge variation falls from 0.120 to 0.094 fC.

The repeat probability is \(0.5165+0.0978/0.5165=0.706\), well above the 0.517 of identical grains. Nine of the 36 grains have \(p_i<0.1\) or \(p_i>0.9\). They are a quarter of the grains but supply about 6% of the variance.

If devices draw their grains independently from this list, with replacement, the variance between their mean responses is \(0.0978/36=0.0027\). Added to 0.0042, it restores the binomial 0.0069.

The spread can be varied with \(\bar p\) held fixed by retuning the central activation field numerically. For spread parameters of 0, 0.25, 0.50 and 1.00 MV/cm, \(R\) is 1.00, 0.83, 0.61 and 0.36. The retuning is needed because \(p\) is a nonlinear function of \(E_a\): identical grains with \(\bar p=0.5165\) need \(E_a=5.38\), not 5.40 MV/cm.

## When the reduction changes or fails

**Correlated grains.** If \(c\) is the mean covariance over all pairs of different grains, the \(N(N-1)\) ordered pairs add \((N-1)c/N\) to \(\operatorname{Var}(f)\). The reduction is cancelled when

\[
c=\frac{\sigma_p^2}{N-1}=\frac{0.0978}{35}=0.0028 .
\]

This is only 1.8% of the mean single-grain variance, 0.152. A weak tendency of all grains to switch together is enough.

A capacitor in series with the film acts in the opposite direction. It may be a sensing capacitor or a large-area transistor gate connected to one of the metal electrodes. Write its capacitance as \(C_s=\varepsilon_0A/\lambda\), where \(A\) is the film area and \(\lambda\) is an equivalent vacuum thickness. At fixed total voltage \(V\), with film thickness \(d\), relative permittivity \(\varepsilon_r\) and area-averaged polarization \(P\),

\[
V=Ed+\lambda\left(\varepsilon_rE+\frac P{\varepsilon_0}\right).
\]

When a fraction \(f\) has switched, \(P\) has risen by \(2P_rf\), so

\[
\Delta E=-\frac{2P_rf\,\lambda/\varepsilon_0}{d+\varepsilon_r\lambda}.
\]

Each metal electrode has a single potential, so early switching lowers the field on all the remaining grains. I take \(\varepsilon_r=30\) and keep 2.0 MV/cm as the starting field. The two values of \(C_s\) below are large for this film: a gate with an equivalent oxide thickness of 1 nm would need about 130 and 26 times the film's area. Event-by-event simulation of 20,000 cycles for each assumed \(C_s\), with a sampling error of about 1% in \(\operatorname{Var}(f)\), so that the last digit can move by one, gives:

- For \(C_s=16\) fF (\(\lambda=0.002\) nm), \(\bar p=0.47\) and \(\operatorname{Var}(f)=0.0036\), against 0.0042 without the covariances and a binomial 0.0069.
- For \(C_s=3.2\) fF (\(\lambda=0.010\) nm), \(\bar p=0.36\) and \(\operatorname{Var}(f)=0.0021\), against 0.0039 and 0.0064.

A variance below binomial is therefore not, by itself, proof of fixed grain differences: negative covariances also lower it.

Imperfect screening inside the electrodes is a different case. Its voltage drop is not shared equally. The largest part falls on the grain that has already switched, so the shared-field model above does not apply. The rest still reaches the neighbours, because these grains are only as wide as the film is thick. Assume a total vacuum-equivalent screening length of 0.05 nm and \(\varepsilon_r=30\) on a periodic 6 × 6 array. The switched grain then takes 85% of the thickness-averaged field drop, and each adjacent grain loses about 0.07 MV/cm. At mid-film the figures are 57% and 0.18 MV/cm. If these fields set the nucleation rates, with 2.0 MV/cm as the starting field, the variance falls to about 0.4 and 0.2 of its binomial value respectively. Imperfect screening therefore also produces negative covariances, and independent switching is an idealization unless the screening is very good.

**Common pulse noise.** A field fluctuation shared by all grains adds the variance of \(\bar p(E)\) to the fixed-field variance averaged over the fluctuation. Averaging numerically over normally distributed field noise of 0.5% rms, or 10 mV across this film, raises \(R\) to 0.65. At 1.6% rms, about 33 mV, the reduction is gone. In both cases the binomial reference uses the noise-averaged \(\bar p\).

**Differences that do not last.** If part of each activation field is renewed independently in every cycle, \(p_i\) must be replaced by its average over that part. Renewing a quarter of the activation-field variance, with the total held fixed, gives \(R=0.71\).

**Unequal areas.** For area fractions \(w_i\), the variance is \(\sum_iw_i^2p_i(1-p_i)\), and the inequality can reverse. Take areas 0.8, 0.1, 0.1 and probabilities 0.5, 0, 0. The variance is \(0.64\times0.25=0.160\). Identical grains with the same area-weighted mean, 0.4, give \(0.66\times0.24=0.158\). Here the large grain, which dominates the sum, is the uncertain one.

For the 36 grains, a lognormal diameter distribution with logarithmic standard deviation 0.3 was assigned to the grains at random 2000 times. Relative to identical grains with the same areas and area-weighted mean, the variance ratio averaged 0.61 with a standard deviation of about 0.075, and 90% of the assignments lay between 0.48 and 0.73. The extremes in this sample were 0.37 and 0.82; specially chosen assignments reach 0.26 and 0.89.

## Relation to real films

The thickness, polarization and field are rough typical values for hafnium-zirconium oxide capacitors. The values of \(\tau_0\), the activation fields and their spread are model choices that put the pulse near half switching, so 0.61 is not a prediction for a particular device. Real grains have unequal areas, interact, and can change their local fields through charge trapping and cycling. The cases above show that unequal areas can move the ratio substantially in either direction and that a series capacitance or imperfect electrode screening can lower it. Positive coupling between neighbours, charge trapping and changes with cycling were not simulated.

Some other effects are small for these numbers. If the exponent in \(\tau_i\) scales as \(1/T\) from 300 K, a common temperature fluctuation of 1 K rms adds \(3\times10^{-5}\) to \(\operatorname{Var}(f)\), under 1% of its value. Steady operation at 358 K is a larger change: it raises \(\bar p\) to 0.78 and lowers \(\operatorname{Var}(f)\) to 0.0030, although the ratio moves only to \(R=0.64\). A rough leakage density of \(10^{-3}\) A/cm² passes \(2.5\times10^{-6}\) of the full switching charge during the pulse. Thermal charge noise, \(\sqrt{k_BTC}\) for the film's dielectric capacitance \(C\), is \(4\times10^{-4}\) of that charge. The pulse field is half of a rough 4 MV/cm breakdown field, which does not by itself guarantee endurance over many cycles.
